# Orbital Momentum in Cubic Terms: Quenching and the Effective l = 1

## Symmetry fixes the form of the answer

Consider electrons in a field of full cubic symmetry $O_h$, with the origin at the cubic centre; species are labelled under the rotation group $O$. The Hamiltonian is real and contains no spin-orbit coupling or magnetic field, so rotations may act on the electron positions alone. An orbital term $\Gamma$ is one irreducible set of degenerate states at fixed spin $S$ and $M_S$, and $P$ projects on it. Accidental degeneracies are excluded. In atomic units, where $\hbar=1$, the orbital momentum is

$$\mathbf L=\sum_{\text{electrons}}\mathbf r\times\mathbf p,\qquad \mathbf p=-i\nabla. \tag{1}$$

The twofold rotations about $x$, $y$ and $z$ already decide half of the problem. The rotation about $x$ reverses $L_z$. In an $A_1$, $A_2$ or $E$ term this rotation acts as the identity, so it cannot change the matrix of $L_z$. A matrix equal to its own negative is zero. In a $T_1$ or $T_2$ term these rotations, together with the threefold rotation and the reality of the states, leave one free constant:

$$PL_kP=0\ \ (A_1,A_2,E),\qquad PL_kP=\alpha\,l_k\ \ (T_1,T_2), \tag{2}$$

where $l_k$ are the matrices of an ordinary $l=1$ momentum and $\alpha$ is real. Symmetry does not supply the value of $\alpha$. For the $t_{2g}$ orbitals of a pure $d$ shell, differentiation will give $\alpha=-1$.

## The species of $\mathbf L$

Let a rotation $R$ act on functions by $(Uf)(\mathbf r)=f(R^{-1}\mathbf r)$. Multiplication by a coordinate then transforms as

$$U r_k U^\dagger=(R^{-1}\mathbf r)_k=\sum_j R_{jk}r_j, \tag{3}$$

because $R^{-1}$ is the transpose of $R$. The components of $\mathbf p$ obey the same rule. For one electron $L_k=\sum_{ab}\epsilon_{kab}r_ap_b$, hence

$$UL_kU^\dagger=\sum_{abcd}\epsilon_{kab}R_{ca}R_{db}\,r_cp_d . \tag{4}$$

The determinant identity $\sum_{kab}\epsilon_{kab}R_{jk}R_{ca}R_{db}=\det R\;\epsilon_{jcd}$, combined with the orthogonality of $R$, gives $\sum_{ab}\epsilon_{kab}R_{ca}R_{db}=\det R\sum_jR_{jk}\epsilon_{jcd}$. A proper rotation has $\det R=1$, so

$$UL_kU^\dagger=\sum_jR_{jk}L_j . \tag{5}$$

Summing over electrons preserves this rule. Inversion changes the sign of both $\mathbf r$ and $\mathbf p$ and leaves $\mathbf L$ unchanged, which gives the label $g$.

The character of a rotation by $\theta$ on the three components is $1+2\cos\theta$. On the classes $E,\,8C_3,\,3C_2,\,6C_4,\,6C_2'$ of the group $O$ this is

$$\chi_{T_1}=(3,\,0,\,-1,\,1,\,-1). \tag{6}$$

These are the characters of $T_1$, the species of a vector under $O$. Therefore $\mathbf L$ is of species $T_{1g}$.

## Quenching in $A$ and $E$ terms

The class $3C_2$ contains the twofold rotations about the cubic axes. Its characters in $A_1$, $A_2$ and $E$ are 1, 1 and 2, equal to the dimensions. A twofold rotation squares to one, so its eigenvalues are $\pm1$. A trace equal to the dimension requires every eigenvalue to be $+1$. The rotation is then the identity in the term. The $e_g$ orbitals show this directly: $x^2-y^2$ and $3z^2-r^2$ contain squares alone, and reversing two coordinates does not change them.

Take $U$ to be the twofold rotation about $x$. It commutes with $P$, since the term is closed under rotations, and (5) gives $UL_zU^\dagger=-L_z$. Thus

$$PL_zP=U(PL_zP)U^\dagger=P\,(UL_zU^\dagger)\,P=-PL_zP=0. \tag{7}$$

The first equality uses $U=1$ inside the term. The same rotation removes $L_y$, and the twofold rotation about $y$ removes $L_x$. No assumption about the radial functions, the number of electrons or covalency has entered.

Counting species gives the same answer. The number of times $T_1$ occurs in $\Gamma\times\Gamma$ is

$$n_\Gamma=\frac1{24}\sum_R\chi_\Gamma(R)^2\chi_{T_1}(R). \tag{8}$$

For $A_1$ and $A_2$ all squared characters are 1, and $n=(3+0-3+6-6)/24=0$. For $E$ the characters are $(2,-1,2,0,0)$, and $n=(12+0-12)/24=0$. For $T_1$ and $T_2$ the squares are $(9,0,1,1,1)$, and $n=(27+0-3+6-6)/24=1$.

Quenching means that the term has no orbital moment in first order. Matrix elements of $\mathbf L$ between different terms can survive, and they act in second order.

## One constant in a $T$ term

Because the Hamiltonian is real, the states of a $T$ term can be chosen real. They can also be chosen as eigenstates $t_x,t_y,t_z$ of the three twofold rotations, where $t_x$ is even under the rotation about $x$ and odd under the other two, and so on cyclically. This holds for both $T_1$ and $T_2$. Phases are fixed by letting the threefold rotation $x\to y\to z\to x$ carry $t_x\to t_y\to t_z\to t_x$.

By (5), $L_z$ is even under the twofold rotation about $z$ and odd under those about $x$ and $y$. The product $t_xt_y$ has these same parities, and no other product of two components does. So $L_z$ connects $t_x$ with $t_y$ and nothing else. Since $L_z$ is $-i$ times a real operator, its elements between real functions are imaginary. Being Hermitian, its matrix is then antisymmetric. One real number remains, defined by

$$\langle t_x|L_z|t_y\rangle=-i\alpha,\qquad \langle t_y|L_z|t_x\rangle=+i\alpha . \tag{9}$$

The threefold rotation turns the first element into $\langle t_y|L_x|t_z\rangle$ and then into $\langle t_z|L_y|t_x\rangle$, so these are equal too. Altogether

$$\langle t_i|L_k|t_j\rangle=-i\alpha\,\epsilon_{kij}. \tag{10}$$

For comparison, take $p$ orbitals, proportional to $x,y,z$ times a function of $r$. Angular momentum does not act on functions of $r$. With $l_z=-i(x\partial_y-y\partial_x)$,

$$l_zx=+iy,\qquad l_zy=-ix,\qquad l_zz=0, \tag{11}$$

which is (10) with $\alpha=1$. This proves (2).

## The value $-1$ in $t_{2g}$

With a common normalization and radial factor, the $d$ orbitals are

$$t_x=yz,\quad t_y=zx,\quad t_z=xy,\quad u=\tfrac12(x^2-y^2),\quad v=\tfrac1{2\sqrt3}(2z^2-x^2-y^2). \tag{12}$$

The factors in $u$ and $v$ follow from the averages over the unit sphere $\overline{x^4}=1/5$ and $\overline{x^2y^2}=1/15$. For instance, $\overline{u^2}=\frac14(\frac25-\frac2{15})=\frac1{15}$, equal to $\overline{t_z^2}$.

Differentiation gives

$$\begin{aligned}
L_z\,yz&=-i(x\,z-0)=-i\,zx,\\
L_z\,zx&=-i(0-y\,z)=+i\,yz,\\
L_z\,xy&=-i(x^2-y^2)=-2i\,u .
\end{aligned} \tag{13}$$

The last function lies in $e_g$ and is removed by $P$. The first two lines are (11) with the opposite sign, and cyclic permutation supplies the other components. Hence

$$P\mathbf LP=-\mathbf l\qquad(t_{2g},\ \text{pure } l=2). \tag{14}$$

For example, $yz+i\,zx$ corresponds to $x+iy$, which has $l_z=+1$. Equation (13) gives $L_z(yz+i\,zx)=-i\,zx-yz=-(yz+i\,zx)$, so its true momentum along $z$ is $-1$.

The minus sign does not come from the choice of basis. Write $A_k=PL_kP=-l_k$. Then

$$[A_x,A_y]=[l_x,l_y]=i\,l_z=-i\,A_z. \tag{15}$$

A unitary change of basis preserves commutators, so it cannot turn $A_k$ into matrices satisfying $[l_x,l_y]=+i\,l_z$. For a general $T$ term with $A_k=\alpha l_k$ and $\alpha\neq0$, the same idea yields a formula independent of basis:

$$\alpha=\frac{\mathrm{Tr}\left(-i[A_x,A_y]A_z\right)}{\mathrm{Tr}\,A_z^2}, \tag{16}$$

because the numerator is $\alpha^3\,\mathrm{Tr}\,l_z^2$ and the denominator $\alpha^2\,\mathrm{Tr}\,l_z^2$.

The $A_k$ fail to be a true angular momentum because projection cuts off the path through $e_g$. Let $Q$ project on $e_g$. By (13), $QL_z$ acts on $t_z$ alone within $t_{2g}$, and the image has squared norm 4. Cyclic permutation then gives

$$\sum_kPL_kQL_kP=4P,\qquad P\mathbf L^2P=6P=(2+4)P . \tag{17}$$

The 2 is $l(l+1)$ for $l=1$. A product of projected operators must therefore not be used for the projection of a product.

Equation (14) relies on the polynomials in (12). If the $t_{2g}$ orbitals contain ligand functions, (10) still holds, but $\alpha$ must be computed for those orbitals.

## Terms of several electrons

In a configuration $t_{2g}^n$ built from pure $d$ orbitals, (14) applies to each electron, and $\mathbf L$ projects to $-\sum_i\mathbf l_i$. For $t_{2g}^2$ with $S=1$ the orbital part is antisymmetric. The antisymmetric product of two vectors is a vector, so the total effective momentum is again 1. This is a $^3T_1$ term with $\alpha=-1$.

In a weak cubic field the terms come instead from a free-ion multiplet. For $L=3$ the matrices of $\mathbf L$ can be found from cubic polynomials, whatever the number of electrons. Define

$$a_x=x(2x^2-3y^2-3z^2),\qquad b_x=x(y^2-z^2), \tag{18}$$

with the other components by cyclic permutation. The $a$ set transforms as $T_1$ and the $b$ set as $T_2$ under $O$. Differentiation gives

$$\begin{aligned}
L_za_x&=-i\,y(-12x^2+3y^2+3z^2)=-i\left(\tfrac32a_y+\tfrac{15}2b_y\right),\\
L_zb_x&=-i\,y(2x^2-y^2+z^2)=-i\left(-\tfrac12a_y-\tfrac12b_y\right),
\end{aligned} \tag{19}$$

where $a_y=y(2y^2-3z^2-3x^2)$ and $b_y=y(z^2-x^2)$. The coefficients follow by matching $y^3$, then $x^2y$; the term in $yz^2$ confirms them. Within each set, comparison with $L_zt_x=i\alpha t_y$ gives

$$\alpha(T_1\text{ of }F)=-\tfrac32,\qquad \alpha(T_2\text{ of }F)=+\tfrac12. \tag{20}$$

The form $\alpha\,\mathbf l$ is thus common to all $T$ terms, whereas the factor $-1$ is not. Nothing keeps $\alpha$ away from zero either: the lowest singlet $T$ term of two $d$ electrons has $\alpha=-1$ in a weak field, where it comes from the free-ion $D$ term, and $\alpha=0.35$ in the worked example below, so it passes through zero as the field grows.

## Consequences for spin-orbit coupling

Put one electron in the $d$ shell, with $t_{2g}$ at energy zero and $e_g$ at $\Delta$, and add $h=\zeta\,\mathbf L\cdot\mathbf S$. Inside $t_{2g}$ this becomes $-\zeta\,\mathbf l\cdot\mathbf S$. Let $\mathbf j=\mathbf l+\mathbf S$. From $2\,\mathbf l\cdot\mathbf S=j(j+1)-2-\frac34$, the product is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. The levels are

$$E_{3/2}=-\tfrac12\zeta\ \ (\text{quartet}),\qquad E_{1/2}=+\zeta\ \ (\text{doublet}). \tag{21}$$

For $\zeta>0$ the quartet lies below, whereas in a $p$ shell the doublet does.

With spin factor 2, the magnetic moment is $-\mu_B(\mathbf L+2\mathbf S)$, where $\mu_B$ is the Bohr magneton. Inside $t_{2g}$ the bracket is $-\mathbf l+2\mathbf S$, a vector operator with respect to $\mathbf j$. Within one $j$ level it is proportional to $\mathbf j$, so one state fixes it. The top state of the quartet has $l_z=1$, $S_z=\frac12$, which gives $-1+1=0$. The quartet has no moment in this model. In the doublet, the state with $j_z=\frac12$ has weight $\frac23$ on $l_z=1,S_z=-\frac12$ and $\frac13$ on $l_z=0,S_z=\frac12$. It gives $\frac23(-2)+\frac13(1)=-1$.

Coupling to $e_g$ can be included without further integrals. In the free $d$ shell, $h$ has the eigenvalues $-\frac32\zeta$ and $\zeta$, for total angular momentum $\frac32$ and $\frac52$. Therefore $(h+\frac32\zeta)(h-\zeta)=0$, or

$$h^2=-\tfrac12\zeta h+\tfrac32\zeta^2 . \tag{22}$$

Project this on $t_{2g}$ and insert $P+Q=1$ between the two factors of $h^2$:

$$PhQhP=-\tfrac12\zeta\,PhP+\tfrac32\zeta^2P-(PhP)^2 . \tag{23}$$

On the doublet $PhP=\zeta$, and the right side is $-\frac12\zeta^2+\frac32\zeta^2-\zeta^2=0$. The doublet does not couple to $e_g$ and stays at $\zeta$. On the quartet $PhP=-\frac12\zeta$, and the right side is $\frac14\zeta^2+\frac32\zeta^2-\frac14\zeta^2=\frac32\zeta^2$. Each of its four states couples to one combination of the four $e_g$ spin-orbitals with strength $\sqrt{3/2}\,\zeta$. Since $QhQ=0$ by quenching, those lie at $\Delta$, and

$$(E+\tfrac12\zeta)(E-\Delta)=\tfrac32\zeta^2 . \tag{24}$$

## Worked example

The model $d$ shell has the round parameters $\Delta=2$ eV, $\zeta=0.1$ eV and Slater integrals $F^2=8$ eV, $F^4=5$ eV. No length enters.

**One electron.** Equation (21) gives a quartet at $-0.05$ eV and a doublet at $+0.10$ eV. Their separation is $0.15$ eV, or about $1210\ \mathrm{cm}^{-1}$. With $e_g$ included, (24) reads $E^2-1.95E-0.115=0$ in eV, so

$$E=\frac{1.95\mp\sqrt{1.95^2+0.46}}2=-0.0573\ \text{eV},\quad 2.0073\ \text{eV}. \tag{25}$$

Diagonalization of the full shell gives the same levels, with the doublet still at $0.10$ eV. The largest eigenvalue of $L_z+2S_z$ in the lower quartet is now $0.19$ instead of zero. To leading order the admixture of $e_g$ is proportional to $\zeta/\Delta$, and $\mathbf L$ connects it back to $t_{2g}$. Making $\Delta$ ten times larger reduces the value to $0.020$, a factor of about $9.6$, close to the factor 10 of a purely linear dependence.

**Two electrons.** Coulomb repulsion and the cubic field were diagonalized together. All $A$ and $E$ terms have vanishing $\mathbf L$. The $S=1$ terms are:

| Term | Energy (eV) | $\alpha$ |
|---|---:|---:|
| $^3T_1$ | 0 | $-1.335$ |
| $^3T_2$ | 1.81 | $+0.500$ |
| $^3T_1$ | 3.22 | $+0.835$ |
| $^3A_2$ | 3.81 | none |

The lowest term lies between the limits derived above, $-\frac32$ for weak field and $-1$ for strong field. The two $^3T_1$ values add to $-0.500$. This sum is fixed: by (8), $\mathbf L$ in the space of both terms is a $2\times2$ matrix times $\mathbf l$, and its trace does not depend on how the terms mix. In the free-ion basis the trace is $-\frac32$ from $F$ plus $1$ from $P$. Among the $S=0$ terms, the three $T$ terms have positive $\alpha$, from $0.35$ to $1.15$.

**An $E$ level that keeps its momentum.** Add $\tau L_n^2$ to the one-electron cubic field, without spin-orbit coupling. Here $L_n$ is the component along $\mathbf n=(1,1,1)/\sqrt3$ and $\tau=0.05$ eV. The twofold rotations used in (7) are no longer symmetries. The $t_{2g}$ set splits into a singlet, with $l_n=0$ and equal coefficients on $t_x,t_y,t_z$, and an $E$ pair with $l_n=\pm1$.

For $\tau\ll\Delta$ the momentum of the pair can be estimated. Let $|e\rangle$ be the state with $l_n=1$, so that $L_n|e\rangle=-|e\rangle+|w\rangle$ with $|w\rangle$ in $e_g$. If $|e\rangle=\sum_kc_k|t_k\rangle$, orthogonality to the singlet means $\sum_kc_k=0$. By (13), $|w\rangle=\sum_kc_k|w_k\rangle/\sqrt3$ with $w_z=-i(x^2-y^2)$ and cyclic partners. Each $w_k$ has squared norm 4. Their sum is zero, so by symmetry their mutual overlaps are $-2$. Hence

$$\langle w|w\rangle=\tfrac13\Big(6\sum_k|c_k|^2-2\Big|\sum_kc_k\Big|^2\Big)=2. \tag{26}$$

Since $QL_nQ=0$, the $e_g$ part of $\tau L_n^2|e\rangle$ is $-\tau|w\rangle$. First-order perturbation theory adds $(\tau/\Delta)|w\rangle$ to $|e\rangle$, and

$$\langle L_n\rangle\simeq-1+\frac{2\tau}{\Delta}\langle w|w\rangle=-1+\frac{4\tau}{\Delta}=-0.90 . \tag{27}$$

Diagonalization gives $\pm0.896$ for the pair. The label $E$ does not by itself imply quenching; what implies it is that the twofold rotations about $x$, $y$ and $z$ act as the identity in the term. A tetragonal field keeps these rotations as symmetries, but they are not the identity in its $E$ pair $yz,zx$, which by (13) retains $L_z=\pm1$. The program asserts the rule (5) on the $d$ shell, the counts (8), the results (14) and (20), $PL^2P=6P$ and $\sum_kA_k^2=2P$, the form (2) in every two-electron term, the weak- and strong-field limits of $\alpha$, and the spin-orbit levels (21) and (24). The two-electron energies, the intermediate $\alpha$ values and the trigonal value are computed by it and quoted.

## Numbers as computed

```
Cubic splitting DELTA = 2.000 eV
Spin-orbit constant ZETA = 0.100 eV
Slater integrals F2 = 8.000 eV, F4 = 5.000 eV
Trigonal strength TAU = 0.050 eV
Times T1 occurs in A1 x A1: 0.0000
Times T1 occurs in A2 x A2: 0.0000
Times T1 occurs in E x E: 0.0000
Times T1 occurs in T1 x T1: 1.0000
Times T1 occurs in T2 x T2: 1.0000
Largest |L| element in e_g = 0.0000 hbar
<zx|L_z|yz> = -1.0000 i hbar
<y|l_z|x> in p shell = +1.0000 i hbar
<x2-y2|L_z|xy> = -2.0000 i hbar
alpha of t2g = -1.0000 (no unit)
alpha of p shell = +1.0000 (no unit)
L^2 in full d shell = 6.0000 hbar^2
(P L P)^2 in t2g = 2.0000 hbar^2
d2 terms: energy above lowest, degeneracy, max |L|, alpha
  S=1   0.0000 eV  3  1.3352 hbar  -1.3352
  S=1   1.8125 eV  3  0.5000 hbar  +0.5000
  S=1   3.2237 eV  3  0.8352 hbar  +0.8352
  S=1   3.8125 eV  1  0.0000 hbar  none
  S=0   1.4959 eV  3  0.3514 hbar  +0.3536
  S=0   1.5307 eV  2  0.0000 hbar  none
  S=0   3.1505 eV  1  0.0000 hbar  none
  S=0   3.5282 eV  3  1.1460 hbar  +1.1464
  S=0   3.8851 eV  3  0.5000 hbar  +0.5000
  S=0   5.4935 eV  2  0.0000 hbar  none
  S=0   7.6696 eV  1  0.0000 hbar  none
Lowest S=1 T1, weak field: alpha = -1.5000
Lowest S=1 T1, strong field: alpha = -1.0001
F polynomials: alpha(T1) = -1.5000, alpha(T2) = +0.5000
t2g only: level -0.05000 eV, degeneracy 4
t2g only: level +0.10000 eV, degeneracy 2
p shell: level -0.10000 eV, degeneracy 2
p shell: level +0.05000 eV, degeneracy 4
full d shell: level -0.05729 eV, degeneracy 4
full d shell: level +0.10000 eV, degeneracy 2
full d shell: level +2.00729 eV, degeneracy 4
t2g spin-orbit splitting = 0.1500 eV = 1209.8 cm^-1
Largest L_z+2S_z, t2g quartet = 0.0000 hbar
Largest L_z+2S_z, t2g doublet = 1.0000 hbar
Largest L_z+2S_z, p quartet = 2.0000 hbar
Same, lower quartet of full d shell = 0.1902 hbar
Same, with DELTA ten times larger = 0.0199 hbar
Trigonal E level: L along axis = -0.8964, +0.8964 hbar
```
